# Local strain from relaxed atomic positions by tetrahedra and polar decomposition

Turn an unstrained crystal rigidly by 10 degrees about \(z\) and compute its strain as the symmetric part of the displacement gradient. The result is \(e_{xx}=e_{yy}=\cos 10^\circ-1=-0.0152\): a compression of 1.5 percent in a crystal whose bonds have not changed length. For a small angle \(\theta\) this false strain is about \(-\theta^2/2\). In a strained crystal a cross term of order \(\theta\) times the strain is added: for a turn about \(z\) the \(xx\) error is \((\cos\theta-1)(1+e_{xx})-e_{xy}\sin\theta\). For the rotation of 0.0015 and shear of 0.005 met in the misfit wave below, \(\theta^2/2\) is about \(10^{-6}\) and the cross term about \(8\times10^{-6}\) in size, both small beside the strain of 0.013. Where large rotations occur and vary from place to place, the false strain can't be subtracted once and for all and has to be removed at each atom.

## One tetrahedron by hand

Take a diamond-type crystal with lattice constant \(a=10\) bohr. An atom has four ideal bond vectors

\[
\tau_1=b(1,1,1),\quad \tau_2=b(1,-1,-1),\quad \tau_3=b(-1,1,-1),\quad \tau_4=b(-1,-1,1),
\]

with \(b=a/4\). Let \(x_1,\dots,x_4\) be the same bond vectors after relaxation. We seek the matrix \(F\) that maps ideal edges on distorted edges, \(x_m-x_n=F(\tau_m-\tau_n)\). Three edges from one vertex are linearly independent, so they fix the nine elements of \(F\).

A convenient combination is \(\tau_1+\tau_2-\tau_3-\tau_4=4b\,\hat x=a\hat x\), which is a sum of two edges. It gives the first column of \(F\), and the other two follow likewise:

\[
F\hat x=\frac{x_1+x_2-x_3-x_4}{a},\quad
F\hat y=\frac{x_1-x_2+x_3-x_4}{a},\quad
F\hat z=\frac{x_1-x_2-x_3+x_4}{a}.
\]

A displacement of the central atom adds the same vector to all \(x_m\) and cancels.

Now let the tetrahedron be stretched by \(U=I+e\), with \(e_{xx}=0.02\), \(e_{yy}=-0.01\), \(e_{zz}=0.005\), \(e_{xy}=0.01\), and then turned by 10 degrees about \(z\). The columns above give, in the \(xy\) block,

\[
F=\begin{pmatrix}1.002767&-0.162064\\0.186969&0.976696\end{pmatrix},\qquad F_{zz}=1.005 .
\]

The symmetric part of \(F-I\) has \(xx\) element 0.0028 instead of 0.02. To recover the stretch, write \(F=QU\) with \(Q\) a rotation. Since \(Q^TQ=I\), the rotation drops out of

\[
C=F^TF=U^2=\begin{pmatrix}1.0405&0.0201\\0.0201&0.9802\end{pmatrix}.
\]

For example, \(C_{xx}=1.002767^2+0.186969^2=1.0405\). The square root of a \(2\times2\) block follows from its characteristic equation, \(U^2-(\mathrm{tr}\,U)U+(\det U)I=0\):

\[
U=\frac{C+(\det U)I}{\mathrm{tr}\,U},\qquad \det U=\sqrt{\det C},\qquad (\mathrm{tr}\,U)^2=\mathrm{tr}\,C+2\det U .
\]

The last relation is the trace of the characteristic equation. Here \(\det U=1.0097\) and \(\mathrm{tr}\,U=\sqrt{2.0207+2.0194}=2.0100\). Hence \(U_{xx}=(1.0405+1.0097)/2.0100=1.020\), \(U_{yy}=0.990\) and \(U_{xy}=0.0201/2.0100=0.010\). The imposed stretch is back.

## The general rule

Every component of \(\tau_m\) is \(\pm a/4\), so the column formulas are one sum, valid for both sublattices:

\[
F=\frac{4}{a^2}\sum_m x_m\tau_m^T,\qquad \sum_m\tau_m=0,\qquad \sum_m\tau_m\tau_m^T=\frac{a^2}{4}I .
\]

If \(\det F>0\), \(F^TF\) is symmetric with positive eigenvalues. Let \(U\) be its positive square root and \(Q=FU^{-1}\). Then \(Q^TQ=U^{-1}U^2U^{-1}=I\) and \(\det Q=\det F/\det U>0\), so \(Q\) is a proper rotation. The strain \(e=U-I\) is given in the axes of the ideal crystal. A further rigid rotation \(R\) changes \(F\) to \(RF\) and leaves \(F^TF\), hence \(e\), unchanged.

\(Q\) is also the rotation closest to \(F\). For any rotation \(R\), the sum of squared elements of \(F-R\) is \(\mathrm{tr}(F^TF)+3-2\,\mathrm{tr}(R^TF)\). With the eigenvalues \(\lambda_i>0\) and unit eigenvectors \(n_i\) of \(U\),

\[
\mathrm{tr}(R^TQU)=\sum_i\lambda_i\,n_i^TR^TQ\,n_i\le\sum_i\lambda_i ,
\]

with equality for \(R=Q\).

The Green strain is a different measure: \((F^TF-I)/2=[(I+e)^2-I]/2=e+e^2/2\). In the example its \(xx\) element is \(0.02+(0.02^2+0.01^2)/2=0.02025\). The two agree to first order.

**Labels matter.** Suppose the relaxed vertices are assigned in a permuted order. Each permutation of the vertices of a regular tetrahedron is an orthogonal map \(S\), so the computed matrix is \(F'=FS\). For an odd permutation \(\det S=-1\), and \(\det F'<0\) reveals the fault. For an even one \(S\) is a rotation, and

\[
F'^TF'=S^TU^2S\quad\Rightarrow\quad U'=S^TUS .
\]

The principal strains are right but the axes are in general wrong. A cycle of three vertices permutes the cube axes; a double swap is a twofold turn about a cube axis, which keeps the diagonal elements and changes only the signs of two shears. Cycling the first three vertices of the example gives \(e'_{xx}=0.005\), \(e'_{yy}=0.02\), \(e'_{zz}=-0.01\). The apparent rotation of 114 degrees betrays the fault when true rotations are known to be small. The left stretch \((FF^T)^{1/2}\) is immune, because \(FSS^TF^T=FF^T\), but it refers to the rotated axes. Labels should therefore be carried over from the ideal crystal.

## A crystal with known elasticity

A test against continuum theory needs an atomistic model whose elastic constants are known. The Keating energy is

\[
E=\frac{3\alpha}{8d^2}\sum_{\rm bonds}(r^2-d^2)^2+\frac{3\beta}{8d^2}\sum_{\rm angles}\left(r_m\cdot r_n+\frac{d^2}{3}\right)^2,\qquad d^2=3b^2 .
\]

Both prefactors simplify, to \(\alpha/8b^2\) and \(\beta/8b^2\). A primitive cell has volume \(a^3/4=16b^3\), four bonds and twelve angles. Under uniform strain \(e\), and a shift \(w\) of the second sublattice relative to the first, the bond vectors from a first-sublattice atom become \((I+e)\tau_m+w\). To first order their products change by

\[
g_{mn}=2\tau_m^Te\,\tau_n+w\cdot(\tau_m+\tau_n).
\]

Inversion gives the same values at the other sublattice. Three strains suffice.

*Dilation*, \(e=\varepsilon I\). Symmetry forbids a shift. Bonds have \(g=6\varepsilon b^2\), and angles, where \(\tau_m\cdot\tau_n=-b^2\), have \(g=-2\varepsilon b^2\). The cell energy is \(4(\alpha/8b^2)36\varepsilon^2b^4+12(\beta/8b^2)4\varepsilon^2b^4=(18\alpha+6\beta)\varepsilon^2b^2\). Dividing by \(16b^3\) and equating to \(\tfrac32(C_{11}+2C_{12})\varepsilon^2\) gives \(C_{11}+2C_{12}=(3\alpha+\beta)/a\).

*Strain* \(\mathrm{diag}(\varepsilon,-\varepsilon,0)\). The three twofold axes survive, so again \(w=0\). Bonds have \(g=0\); eight of the twelve angles have \(g=\pm4\varepsilon b^2\) and the rest zero. The energy \(8(\beta/8b^2)16\varepsilon^2b^4=16\beta\varepsilon^2b^2\), equated to \(16b^3(C_{11}-C_{12})\varepsilon^2\), gives \(C_{11}-C_{12}=4\beta/a\).

*Shear* \(e_{xy}\). The twofold axis along \(z\) permits \(w_z\). Put \(p=4e_{xy}b^2\) and \(q=2bw_z\). The four bonds have \(g=\pm(p+q)\). The four angles whose two bonds have equal \(z\) components have \(g=\pm(p-q)\), and the others zero. Thus

\[
E_{\rm cell}=\frac{\alpha(p+q)^2+\beta(p-q)^2}{2b^2}.
\]

The minimum over \(q\) requires \(\alpha(p+q)=\beta(p-q)\), so

\[
q=-\zeta p,\qquad \zeta=\frac{\alpha-\beta}{\alpha+\beta},\qquad w_z=-\zeta\frac a2e_{xy}.
\]

Then \(E_{\rm cell}=2\alpha\beta p^2/[(\alpha+\beta)b^2]=32\alpha\beta e_{xy}^2b^2/(\alpha+\beta)\). Equating this to \(16b^3\cdot2C_{44}e_{xy}^2\) yields the third constant. Together,

\[
C_{11}=\frac{\alpha+3\beta}{a},\qquad C_{12}=\frac{\alpha-\beta}{a},\qquad C_{44}=\frac{4\alpha\beta}{a(\alpha+\beta)} .
\]

With the round model values \(\alpha=0.03\) and \(\beta=0.01\) hartree/bohr² these are 0.006, 0.002 and 0.003 hartree/bohr³, or 176.5, 58.8 and 88.3 GPa, and \(\zeta=0.5\). Energies of relaxed strained cells reproduce them.

## The continuum answer for a misfit wave

Let the rest length of each bond be \(d[1+\varepsilon_0]\), with \(\varepsilon_0=\eta\cos(k\cdot r)\) taken at the bond centre; in the angle term \(d^2\) becomes the product of the two rest lengths. The supercell is held at the size of the unstrained host, and strain is measured from that host.

To first order, stress comes from \(e-\varepsilon_0I\). Zero force requires the divergence of this stress to vanish. With \(u=A\sin(k\cdot r)\), the strain part contributes \(-\Gamma A\sin(k\cdot r)\) and the misfit part \(+(C_{11}+2C_{12})\eta k\sin(k\cdot r)\), so

\[
\Gamma A=(C_{11}+2C_{12})\eta k,
\]

\[
\Gamma_{xx}=C_{11}k_x^2+C_{44}(k_y^2+k_z^2),\qquad \Gamma_{xy}=(C_{12}+C_{44})k_xk_y,
\]

and cyclically. The displacement gradient is \(Ak^T\cos(k\cdot r)\); its symmetric part is strain and its antisymmetric part rotation.

For \(k\) along [100], \(A\) is parallel to \(k\), and the strain amplitude is \((1+2C_{12}/C_{11})\eta\) without rotation. In an isotropic medium, \(C_{11}-C_{12}=2C_{44}\), one finds \(\Gamma k=C_{11}|k|^2k\), so no direction gives rotation. Along [210] in our anisotropic crystal, shear and rotation both appear.

Take \(\eta=0.01\), \(k_y=0.009817\) bohr⁻¹ and \(k_x=2k_y\), a wavelength of 286 bohr. Division by \(k_y^2\) leaves

\[
\begin{pmatrix}0.027&0.010\\0.010&0.018\end{pmatrix}\begin{pmatrix}A_x\\A_y\end{pmatrix}=\frac{10^{-4}}{k_y}\begin{pmatrix}2\\1\end{pmatrix}.
\]

The solution is \(A_x=0.6861\) and \(A_y=0.1847\) bohr. At the crest, \(k\cdot r=0\),

\[
e_{xx}=A_xk_x=0.01347,\qquad e_{yy}=A_yk_y=0.00181,
\]

\[
e_{xy}=\tfrac12(A_xk_y+A_yk_x)=0.00518,\qquad \omega_{xy}=\tfrac12(A_xk_y-A_yk_x)=0.00155 .
\]

As a check, zero force means \(\sigma k=0\), whose \(x\) component is \(\sigma_{xx}k_x+\sigma_{xy}k_y=0\). Subtracting the misfit 0.01 from each diagonal strain gives \(\sigma_{xx}=0.006(0.003472)+0.002(-0.008187-0.01)=-1.55\times10^{-5}\) and \(\sigma_{xy}=2(0.003)(0.00518)=3.11\times10^{-5}\) hartree/bohr³. Since \(k_x=2k_y\), the sum vanishes to rounding.

## What one tetrahedron gets wrong

In a varying field, \(F\) is a finite difference. Let \(s=+1\) for a central atom whose bonds are the \(\tau_m\) listed above, and \(s=-1\) for the inverted set. Its neighbours lie on the other sublattice and have displacement \(v=\bar u+sw/2\), where \(\bar u\) is the mean field of the two sublattices.

In linear response, inversion at a bond centre exchanges the sublattices and reverses \(k\) and the displacements. The amplitude of \(\bar u\) is therefore odd in \(k\) and that of \(w\) even. The continuum value of \(\bar u\) scales as \(1/k\), so its first correction is smaller by \((ka)^2\). First-order errors must come from the geometry and from \(w\).

Expand \(v\) about the central atom and insert it in the sum for \(F\). The constant term vanishes because \(\sum\tau_m=0\), and the linear term gives \(\partial_lv_i\). The quadratic term contains \(\sum\tau_x\tau_y\tau_z=4s(a/4)^3=sa^3/16\); sums with a repeated index vanish. Two equal mixed derivatives cancel the Taylor factor 1/2. For \(k\) in the \(xy\) plane the first-order errors are thus

\[
\delta F_{xz}=\frac{4}{a^2}\frac{sa^3}{16}\,\partial_x\partial_y\bar u_x=\frac{sa}{4}\partial_x\partial_y\bar u_x,\qquad
\delta F_{zx}=\frac s2\partial_xw_z=-\frac{s\zeta a}{4}\partial_xe_{xy},
\]

and the same with \(y\) for the other in-plane index. For small \(F-I\), \(U-I\) is the symmetric part of \(F-I\), so

\[
\delta e_{xz}=\frac{sa}{8}\left(\partial_x\partial_y\bar u_x-\zeta\,\partial_xe_{xy}\right),\qquad
\delta e_{yz}=\frac{sa}{8}\left(\partial_x\partial_y\bar u_y-\zeta\,\partial_ye_{xy}\right).
\]

The central atom cancels, yet the internal shift does not: its *gradient* moves the neighbours unequally.

The sign \(s\) provides the cure. Average

\[
\bar F(R)=\frac12F(R)+\frac18\sum_mF(R+\tau_m)
\]

before the polar decomposition. An alternating error \(s\,h(R)\) becomes \(\tfrac s2[h(R)-\tfrac14\sum_mh(R+\tau_m)]\). The constant terms cancel and the linear term vanishes with \(\sum\tau_m\). The price is a slight smoothing: a smooth gradient \(G\) becomes \(G+(a^2/64)\nabla^2G\), which is of second order. For \(k\) along a cube axis both first-order terms vanish, since \(\partial_x\partial_y\bar u=0\) and \(e_{xy}=0\); one tetrahedron is then already of second order, and the average only adds the smoothing error.

## The algorithm

1. Relax the atoms, keeping the neighbour labels of the ideal crystal. For the Keating model the energy is half a sum of squared residuals \(\rho\) with Jacobian \(J\). Repeated steps from \(J^TJ\,\delta u=-J^T\rho\), with one atom pinned, bring the force \(J^T\rho\) to zero for the small misfits used here; far from equilibrium full steps can fail and may have to be shortened. Dropping second derivatives of \(\rho\) affects the path, not the condition for equilibrium.
2. At each atom compute \(F=(4/a^2)\sum_mx_m\tau_m^T\), and stop if \(\det F\le0\).
3. For a smooth field, average over the atom and its neighbours.
4. Diagonalize \(\bar F^T\bar F\), take the positive root \(U\), and form \(e=U-I\) and \(Q=\bar FU^{-1}\).

To measure strain from the local rest size instead, replace \(U\) by \(U/(1+\varepsilon_0)\).

## Reading the comparison

At a misfit of \(10^{-5}\), nonlinearity is negligible and discreteness is left. When the wavelength doubles from 28.6 to 57.2 lattice constants, the largest strain error of one tetrahedron falls by a factor 2.00, and that of the average by 3.98. Relative to the misfit amplitude, the errors at the longer wavelength are 0.51 and 0.036 percent. These are the predicted first and second orders.

The alternating law can be checked at \(\eta=0.01\), on an atom with \(s=+1\) and phase 90 degrees. There \(\partial_x\partial_y\bar u_x=-k_xk_yA_x=-1.32\times10^{-4}\) and \(\partial_xe_{xy}=-k_x(0.00518)=-1.02\times10^{-4}\) bohr⁻¹, so

\[
\delta e_{xz}=1.25\,(-1.323+0.509)\times10^{-4}=-1.02\times10^{-4}.
\]

The relaxed tetrahedron gives \(-1.02\times10^{-4}\), where the continuum has zero; averaging leaves \(-8\times10^{-8}\).

At the crest of the same wave the averaged strains are \(e_{xx}=0.01343\), \(e_{yy}=0.00182\) and \(e_{xy}=0.00518\). The \(xx\) value lies below the continuum value 0.0134715 by just under \(4\times10^{-5}\), or 0.3 percent of that value. Two sources account for this. Discreteness contributes at most \(1.4\times10^{-5}\) at this wavelength, from the small-misfit run. The departure from that run, scaled up, is at most \(2.4\times10^{-5}\); it grows by a factor 4.02 when the misfit doubles, as a quadratic effect should. The crest rotation, 0.00154 against 0.00155, differs by about 1 percent.

Finally, turn this relaxed crystal rigidly by 10 degrees about \(z\). The polar strain stays at \(e_{xx}=0.01343\), while the symmetrized gradient gives \(-0.0026\). The arithmetic is that of the opening: with \(F_{xx}\approx1.0134\) and \(F_{yx}\approx0.0036\), the turned element is \(0.9848(1.0134)-0.1736(0.0036)=0.9974\). A real expansion has been reported as a compression.

The comparison covers smooth fields. At an abrupt interface the Taylor expansion fails, and the average mixes both sides; there \(F\) of one tetrahedron still describes its four vertices, but need not equal a continuum strain at a point. Where a bond is broken or a neighbour is missing, the ideal tetrahedron is no longer a valid reference. The numerical output gives the remaining components and wavelengths; in its convergence table the last column is relative to the largest predicted \(\delta e_{xz}\), not to the misfit amplitude.

## Numbers as computed

```
a = 10.0 bohr, ideal bond = 4.3301 bohr
alpha = 0.030, beta = 0.010 hartree/bohr^2
ONE TETRAHEDRON, turned 10 degrees about z (dimensionless)
F row 1:  1.002767 -0.162064 -0.000000
F row 2:  0.186969  0.976696 -0.000000
F row 3:  0.000000 -0.000000  1.005000
U-1: xx 0.020000 yy -0.010000 zz 0.005000 xy 0.010000
Green: xx 0.020250 yy -0.009900 zz 0.005012 xy 0.010050
sym F - 1: xx 0.002767 yy -0.023304 zz 0.005000 xy 0.012453
cos(10 deg) - 1 = -0.015192
wrong even labels, U-1: xx 0.005000 yy 0.020000 zz -0.010000
wrong even labels, off-diagonal: xy 0.000000 xz 0.000000 yz -0.010000
wrong even labels, rotation angle = 114.40 degrees
wrong odd labels, det F = -1.014749
ELASTIC CONSTANTS (hartree/bohr^3): formula, relaxed energy
C11: 0.006000, 0.006000; formula = 176.5 GPa
C12: 0.002000, 0.002000; formula = 58.8 GPa
C44: 0.003000, 0.003000; formula = 88.3 GPa
internal-shift parameter zeta: 0.5000, relaxed 0.5000
CONVERGENCE, misfit 1e-05; max error / misfit amplitude
N, wavelength/a, one tetrahedron, averaged, rotation, alternating-law miss
  8    7.16 0.039822 0.022623 0.009753 0.02144
 16   14.31 0.020237 0.005698 0.002469 0.00540
 32   28.62 0.010160 0.001429 0.000620 0.00135
 64   57.24 0.005085 0.000359 0.000156 0.00034
last error ratios: one 1.998, averaged 3.978, rotation 3.973
EXAMPLE: N = 32, atoms = 512, misfit = 0.010
kx = 0.019635, ky = 0.009817 1/bohr, wavelength = 286.22 bohr
continuum amplitude: Ax = 0.68610, Ay = 0.18472 bohr
largest residual force = 1.2e-15 hartree/bohr
crest strain: continuum, relaxed averaged, relaxed one tetrahedron
xx: 0.013472, 0.013433, 0.013443
yy: 0.001813, 0.001819, 0.001820
zz: 0.000000, 0.000003, 0.000003
xy: 0.005181, 0.005178, 0.005182
crest rotation xy: continuum 0.001554, relaxed 0.001536
max deviation from scaled linear run: misfit 0.005: 5.957e-06
same, misfit 0.010: 2.394e-05; ratio 4.018
side atom, phase = 90.00 degrees
side atom xz: one tetrahedron -1.016e-04, law -1.017e-04, averaged -7.648e-08
crystal turned 10 degrees about z, crest strain: U-1, sym F - 1
xx: 0.013433, -0.002585
yy: 0.001819, -0.012244
zz: 0.000003, 0.000003
xy: 0.005178, 0.006100
```
